# Why a converged helium energy does not give a converged polarizability

**The argument under review**

The argument concerns the static dipole polarizability of helium and has three steps.

1. In a set of 14 s-type Gaussians the Hartree-Fock energy of helium is converged to a few microhartree, so the basis is converged.
2. The polarizability is a derivative of the energy with respect to an applied field. A basis that gives the energy therefore gives the polarizability.
3. Should p functions be wanted after all, their exponent is to be found by minimizing the correlated energy, since the variational principle then selects the best p function.

The premise of step 1 is correct. Its conclusion is too broad, step 2 does not follow, and step 3 selects a function that is best for a different task.

**Conventions**

I use atomic units: energies in hartree, lengths in bohr, polarizabilities in bohr³. The nucleus is fixed at the origin, the treatment is nonrelativistic, and all basis functions are real and centred on the nucleus. A uniform field $F$ points along $z$. An electron has charge $-1$, so the electronic dipole is $-(z_1+z_2)$, and the interaction energy, minus dipole times field, is $+F(z_1+z_2)$. Hence

$$H(F)=H_0+F(z_1+z_2),\qquad E(F)=E_0-\tfrac12\alpha F^2+\dots,\qquad \alpha=-\left.\frac{d^2E}{dF^2}\right|_{F=0}.$$

There is no linear term because the ground state of the free atom is spherical. An unbounded linear potential eventually pulls an electron away, so $E(F)$ is understood here as the perturbation series about $F=0$.

**What energy convergence does and does not say**

Let $\delta(F)=E_{\rm basis}(F)-E(F)$ be the basis error in the presence of the field. Differentiating twice and changing the sign gives

$$\alpha_{\rm basis}=\alpha-\delta''(0).$$

Convergence of the field-free energy means that $\delta(0)$ is small. It does not make the curvature $\delta''(0)$ small, which can be as large as $\alpha$ itself, as the next paragraph shows. Step 2 differentiates a function that is known at one point.

For s functions the curvature error can be found without computation. Take two functions $f(r)$ and $g(r)$. With $z=r\cos\theta$ and $u=\cos\theta$,

$$\langle f|z|g\rangle=\int_0^\infty f\,g\,r^3\,dr\;\cdot\;2\pi\int_{-1}^{1}u\,du=0 .$$

For two electrons in products of s functions,

$$\langle ab|z_1+z_2|cd\rangle=\langle a|z|c\rangle\langle b|d\rangle+\langle a|c\rangle\langle b|z|d\rangle=0 .$$

The field is therefore absent from every matrix element. The Hartree-Fock energy and the full configuration interaction (FCI) energy, which is the lowest eigenvalue of $H$ among all two-electron states the basis can form, are the same for every $F$. Thus $\alpha_{\rm basis}=0$ and $\delta''(0)=\alpha$: the error is the whole polarizability. Further s functions do not reduce it.

The central position of the functions matters. A Gaussian displaced by a small distance $s$ along $z$ is, to first order in $s$,

$$e^{-a[x^2+y^2+(z-s)^2]}\approx e^{-ar^2}(1+2as\,z),$$

which contains a p function. Off-centre s functions can therefore respond to the field.

The energy convergence itself is real. With exponents running from 0.10 to 2828.1 bohr⁻² in steps of a factor 2.2, the 14 s functions give a Hartree-Fock energy of $-2.861674$ hartree. A denser set of 20 gives $-2.861680$ hartree. The change is 6 microhartree, and both sets have $\alpha=0$.

**The Hartree-Fock response**

To see which functions are missing, the response has to be worked out. Both electrons occupy one normalized orbital $\varphi$, with energy

$$E[\varphi]=2\langle\varphi|h|\varphi\rangle+(\varphi\varphi|\varphi\varphi),\qquad (ab|cd)=\iint\frac{a(1)b(1)\,c(2)d(2)}{r_{12}}\,d1\,d2 ,$$

where $h$ contains the kinetic energy and the attraction $-2/r$. Define the matrices $J_{ab}=(ab|\varphi\varphi)$ and $K_{ab}=(a\varphi|b\varphi)$. The field-free orbital obeys $(h+J)\varphi=\varepsilon\varphi$, so that $\varepsilon=h_{\varphi\varphi}+J_{\varphi\varphi}$.

For helium $\varphi$ is an s function. Then $J$ is a spherical potential, $h+J$ does not couple s to p, and $\varphi$ remains a solution when p functions are added. The field-free Hartree-Fock energy does not change, so it gives no sign that p functions were missing.

Now let the field change the orbital to $(\varphi+\chi)/\sqrt{1+n}$, with $\chi$ orthogonal to $\varphi$ and $n=\langle\chi|\chi\rangle$. To second order in $\chi$ the normalization factors are $1/(1+n)\approx1-n$ for the one-electron term and $1/(1+n)^2\approx1-2n$ for the repulsion. The two parts of the energy become

$$2h_{\varphi\varphi}+4\langle\chi|h|\varphi\rangle+2\langle\chi|h|\chi\rangle-2n\,h_{\varphi\varphi},$$

$$J_{\varphi\varphi}+4\langle\chi|J|\varphi\rangle+2\langle\chi|J|\chi\rangle+4\langle\chi|K|\chi\rangle-2n\,J_{\varphi\varphi}.$$

In the second line, one $\chi$ can stand in any of four places. Two can share an electron in two ways, which gives $J$, or be divided between the electrons in four ways, which gives $K$. The linear terms add up to $4\langle\chi|h+J|\varphi\rangle=4\varepsilon\langle\chi|\varphi\rangle=0$. The terms in $n$ add up to $-2n\varepsilon$. The field contributes $2F\langle z\rangle$, whose leading part is $4F\langle\chi|z|\varphi\rangle$, because $\langle\varphi|z|\varphi\rangle=0$. The second-order energy is therefore

$$E_2[\chi]=4F\langle\chi|z|\varphi\rangle+2\langle\chi|A|\chi\rangle,\qquad A=h+J-\varepsilon+2K .$$

The term $2K$ is the cost of the change in mutual repulsion when both electrons shift together.

Expand $\chi=\sum_a c_a a$ in orthonormal functions $a$ and set $b_a=\langle a|z|\varphi\rangle$. The condition $\partial E_2/\partial c_a=0$ reads $4Fb+4Ac=0$, so $c=-FA^{-1}b$. Inserting this,

$$E_2=-4F^2\,b\cdot A^{-1}b+2F^2\,b\cdot A^{-1}b=-2F^2\,b\cdot A^{-1}b .$$

Comparison with $-\tfrac12\alpha F^2$ gives

$$\alpha=4\,b\cdot A^{-1}b .$$

Two consequences bear on the choice of basis. First, $z\varphi=r\cos\theta\,\varphi(r)$ has the angular form of a $p_z$ function. Since $\varphi$ is spherical, $A$ is unchanged by rotations and does not mix angular momenta. The first-order orbital $\chi$ is thus a pure $p_z$ function. At the Hartree-Fock level helium needs s functions for $\varphi$ and p functions for $\chi$; d functions do not contribute to $\alpha$.

Second, $\alpha$ follows from a minimum, provided that $A$ is positive in the p space. This holds in the complete p space. The orbital $\varphi$ is the lowest eigenfunction of the spherical one-electron operator $h+J$, and a p function is orthogonal to it, so $\langle\chi|h+J-\varepsilon|\chi\rangle>0$. In addition, $\langle\chi|K|\chi\rangle=(\chi\varphi|\chi\varphi)$ is the Coulomb self-repulsion of the distribution $\chi\varphi$ and is positive. As a numerical check, with eight p shells, their exponents in geometric progression, diagonalization gives a lowest eigenvalue of 0.8082 hartree in the $p_z$ space; more diffuse p shells lower it to about 0.80 hartree, still far from zero. Restricting $\chi$ to fewer p functions can only raise the minimum of $E_2$, and so can only lower $\alpha$. For a given $\varphi$, each p set yields a lower bound to the Hartree-Fock polarizability. The best single exponent for this property is therefore the one that makes $\alpha$ largest.

**One p function**

Let the p space consist of a single normalized Gaussian $p=Nz\,e^{-\zeta r^2}$. Then $b$ and $A$ are numbers and $\alpha=4b^2/A_{pp}$. The one-electron part of $A_{pp}$ can be found in closed form.

The radial function is $u=r^2e^{-\zeta r^2}$. Its second derivative is $u''=(2-10\zeta r^2+4\zeta^2r^4)e^{-\zeta r^2}$. For $l=1$ the kinetic operator acting on $u$ is $-\tfrac12d^2/dr^2+1/r^2$, which gives

$$-\tfrac12u''+\frac{u}{r^2}=(5\zeta-2\zeta^2r^2)\,u .$$

Let $I_k=\int_0^\infty r^ke^{-2\zeta r^2}dr$. Integration by parts gives $I_{k+2}=\frac{k+1}{4\zeta}I_k$, so $\langle r^2\rangle=I_6/I_4=5/(4\zeta)$. The mean kinetic energy is $5\zeta-2\zeta^2\cdot5/(4\zeta)=5\zeta/2$.

For the nuclear attraction, $I_3=1/(8\zeta^2)$. From $I_0=\tfrac12\sqrt{\pi/(2\zeta)}$, two uses of the recurrence give $I_4=\frac{3}{32\zeta^2}\sqrt{\pi/(2\zeta)}$. Hence $\langle1/r\rangle=I_3/I_4=\tfrac43\sqrt{2\zeta/\pi}$, and with nuclear charge 2

$$\alpha(\zeta)=\frac{4b^2}{\tfrac52\zeta-\tfrac83\sqrt{2\zeta/\pi}+J_{pp}+2K_{pp}-\varepsilon}.$$

The limits show why there is an optimum. Normalization requires $N^2\propto\zeta^{5/2}$. For a very diffuse function the overlap integral in $b$ tends to a constant apart from $N$, and the denominator tends to $-\varepsilon$, so $\alpha\propto\zeta^{5/2}$. For a very compact function $b^2\propto\zeta^{-5/2}$ while the kinetic energy grows as $\zeta$, so $\alpha\propto\zeta^{-7/2}$.

Maximizing $\alpha(\zeta)$ numerically, with $\varphi$ from the 14 s functions, gives $\zeta=0.245$ bohr⁻². At this exponent $b=0.57758$ bohr and $\varepsilon=-0.91795$ hartree. The kinetic term is 0.61205, the nuclear term $-1.05277$, $J_{pp}=0.50758$ and $K_{pp}=0.04678$ hartree. The denominator is

$$0.61205-1.05277+0.50758+2(0.04678)+0.91795=1.0784\ \text{hartree},$$

and

$$\alpha=\frac{4(0.57758)^2}{1.0784}=1.237\ \text{bohr}^3 .$$

The eight p shells give 1.3222 bohr³, or 0.1959 Å³, and a different set of ten p shells gives the same value to the digits shown. One well-chosen p shell thus recovers 93.6 % of the Hartree-Fock polarizability.

Adding p shells raises $\alpha$ from zero to this value while, as shown above, the field-free Hartree-Fock energy does not change. That energy therefore carries no information about the missing response.

**Why the response is diffuse**

A solvable model shows where the response sits. Take one electron in the potential $-Z/r$, with $\varphi\propto e^{-Zr}$ and energy $\varepsilon$, and write the first-order orbital as $f\varphi$. Since $(h-\varepsilon)\varphi=0$ and $\nabla\varphi=-Z\varphi\,\mathbf r/r$,

$$(h-\varepsilon)f\varphi=-\tfrac12\varphi\nabla^2f-\nabla f\cdot\nabla\varphi=\varphi\left(-\tfrac12\nabla^2f+Z\frac{\partial f}{\partial r}\right).$$

This must equal $-Fz\varphi$. Try $f=-Fz(\beta+\gamma r)$. Using $\nabla^2(zr)=4z/r$ and $\partial[z(\beta+\gamma r)]/\partial r=\beta z/r+2\gamma z$, the condition becomes

$$(Z\beta-2\gamma)\frac zr+2Z\gamma\,z=z .$$

Therefore $\gamma=1/(2Z)$ and $\beta=1/Z^2$, and the first-order orbital is

$$\chi=-Fz\left(\frac1{Z^2}+\frac{r}{2Z}\right)\varphi .$$

The field supplies one factor of distance through $z$, and the response adds part of another. Both shift weight to the outer region, where the electron is loosely held. The minus sign says that the electron moves against the field, as a negative charge should.

**What the correlation energy asks of a p function**

Step 3 fails because correlation uses p functions in another way. Without a field the ground state has total angular momentum zero. One electron in s and one in p cannot form such a state, so a p shell enters through pairs, in the combination $p_xp_x+p_yp_y+p_zp_z$. The coupling of $\varphi\varphi$ to each pair is

$$\langle\varphi\varphi|r_{12}^{-1}|pp\rangle=(\varphi p|\varphi p)=K_{pp}>0 .$$

The pairs lie higher in energy, so to first order they enter with a negative coefficient:

$$\Psi\approx\varphi(1)\varphi(2)-c\,\mathbf r_1\cdot\mathbf r_2\,e^{-\zeta(r_1^2+r_2^2)},\qquad c>0 .$$

The amplitude is reduced when the electrons are on the same side of the nucleus and increased when they are on opposite sides. This is useful where both electrons are likely to be found, which is the region of the 1s orbital. There is no external factor $z$ to draw the function outward.

The diffuse limit makes the contrast definite. The coupling contains two p functions, so it scales as $N^2\propto\zeta^{5/2}$. The energy gain is, to leading order, the squared coupling divided by an excitation energy that stays finite, so it falls as $\zeta^5$. The polarizability falls only as $\zeta^{5/2}$. These powers are reached only near $\zeta\approx0.001$ bohr⁻² and below. Between the two smallest exponents of the table below, 0.1 and 0.2, the gain changes by a factor 9.3 and $\alpha$ by 1.5, against 32 and 5.7 in the limit.

The table gives results for the 14 s functions plus one p shell. The gain is the lowering of the FCI energy relative to the s-only value of $-2.879021$ hartree. The 20 s functions lower this value by 7 microhartree and leave the optimal exponents for the Hartree-Fock polarizability and the FCI energy unchanged.

| $\zeta$ (bohr⁻²) | HF $\alpha$ (bohr³) | FCI gain (millihartree) |
|---|---|---|
| 0.1 | 0.795 | 0.140 |
| 0.2 | 1.209 | 1.304 |
| 0.4 | 1.084 | 6.367 |
| 0.8 | 0.590 | 14.692 |
| 1.6 | 0.211 | 16.517 |
| 3.2 | 0.053 | 10.242 |

Numerical minimization of the FCI energy gives $\zeta=1.273$ bohr⁻², which is 5.20 times the exponent that is best for the Hartree-Fock polarizability. From $\langle r^2\rangle=5/(4\zeta)$, the root-mean-square radii of the two Gaussians are 0.99 and 2.26 bohr.

Each function does the other's work badly. The energy-optimized shell gains 17.09 millihartree but gives a Hartree-Fock polarizability of 0.309 bohr³, which is 23.3 % of the eight-shell value. The polarizability-optimized shell gains 2.23 millihartree, about 13 % of the best single-shell gain.

One might object that a Hartree-Fock property is being compared with a correlated energy. The FCI polarizability follows from second-order perturbation theory in the space of all two-electron states of the basis,

$$\alpha=2\sum_{n>0}\frac{|\langle\Psi_n|z_1+z_2|\Psi_0\rangle|^2}{E_n-E_0}.$$

With one p shell its maximum lies at $\zeta=0.233$ bohr⁻², close to the Hartree-Fock optimum. Here the maximum is a practical criterion without the lower-bound property, because $\Psi_0$ itself changes with $\zeta$. At the two exponents selected above, 0.245 and 1.273 bohr⁻², the FCI polarizabilities are 1.357 and 0.303 bohr³. The mismatch is therefore not caused by the Hartree-Fock approximation.

Nor does it depend on using a single Gaussian. With the eight p shells, the FCI function can be written as $\sum_kc_k\,v_k(1)v_k(2)$ by diagonalizing its symmetric coefficient matrix. The p orbital with the largest $|c_k|$ has a root-mean-square radius of 1.156 bohr, close to the 1.089 bohr of the Hartree-Fock 1s orbital. Adding d shells changes the radius of this p orbital by about 0.003 bohr. The response orbital $\chi$ in the basis of eight p shells has a radius of 2.409 bohr.

**Consequence for standard basis sets**

The same conflict appears in the correlation-consistent sets, whose "aug" versions contain additional diffuse functions. These are FCI results for helium.

| Basis | Functions | Energy (hartree) | $\alpha$ (bohr³) |
|---|---|---|---|
| cc-pVDZ | 5 | −2.887595 | 0.303 |
| cc-pVTZ | 14 | −2.900232 | 0.639 |
| cc-pVQZ | 30 | −2.902411 | 0.895 |
| aug-cc-pVDZ | 9 | −2.889548 | 1.362 |
| aug-cc-pVTZ | 23 | −2.900598 | 1.379 |
| aug-cc-pVQZ | 46 | −2.902534 | 1.384 |

Take the largest set as the reference. The cc-pVQZ energy is only 0.12 millihartree higher, yet its polarizability is 35 % too small. The aug-cc-pVDZ energy is 13 millihartree higher, yet its polarizability is 1.6 % too small, with fewer than a third of the functions of cc-pVQZ. Ranking these two sets by energy gives the wrong order for the polarizability.

The sequence without diffuse functions does improve, from 0.303 to 0.639 to 0.895 bohr³, but at cc-pVQZ it is still far from settled. The augmented sequence changes by 0.005 bohr³ in its last step. Its final value, 1.384 bohr³ or 0.2051 Å³, is a result for that basis and not a proven limit; aug-cc-pV5Z lowers it by 0.001 to 1.383 bohr³, so the last digit is not settled.

**Recommendation**

The statement that the basis is converged should name the quantity. The s set may be kept for the Hartree-Fock energy. For the polarizability, p functions must be added and $\alpha$ itself followed as the basis grows. At the Hartree-Fock level p is the only new angular momentum needed, but the s set must also describe the tail of $\varphi$. The 14 s and 20 s sets both give 1.3222 bohr³, whereas starting the 14 exponents at 0.15 instead of 0.10 bohr⁻² raises the energy by only 4 microhartree and lowers $\alpha$ to 1.319 bohr³. With correlation the ground state contains pp pairs, and $z$ acting on a p function has a d component, so d functions also contribute to $\alpha$ and convergence in the p set alone is not sufficient. At the Hartree-Fock level the exponents may be chosen by maximizing $\alpha$, since $\alpha$ is then bounded from above by its value in the complete p space. If the correlation energy is also required, the p set must describe both the region of the 1s orbital and the more diffuse response region, since a single shell chosen for one task serves the other badly. The exponents 1.3 and 0.25 bohr⁻² are single-shell optima that indicate these two regions; with several shells the best exponents are different.
